# Switching by Simultaneously Nucleated Circular Domains in a Ferroelectric Film, part 2

A ferroelectric film between two electrodes initially has polarization $-P_r$ normal to the film, where $P_r>0$ is the remanent polarization. At $t=0$ a constant voltage favouring $+P_r$ is applied. Switched domains extend through the whole thickness, so the problem is two-dimensional. The quantity sought is the expected switched fraction $c(t)$. The derivation uses SI units. The periodic film is a square of side $L$ and area $A=L^2$ with opposite sides identified.

The nuclei form a Poisson process of areal density $N$, so a region of area $a$ is empty with probability $e^{-Na}$. All appear at $t=0$ with zero radius. Walls advance along their outward normals at one speed $v$, and domains merge where they meet. Lemma 1 states that, apart from a set of zero area, the switched region is the union of free discs about the nuclei $x_i$:

$$
S(t)=\bigcup_i B(x_i,vt).
$$

A point is thus unswitched when the disc of radius $r=vt$ about it contains no nucleus. Two such discs with centres a distance $d$ apart have common area $w(d)$. The extended fraction, which counts overlaps repeatedly, is $x=\pi Nr^2=(t/\tau)^2$. The theorem, for an infinite film or a periodic one with $vt\le L/2$, is

$$
\boxed{c(t)=1-e^{-(t/\tau)^2},\qquad \tau=\frac{1}{v\sqrt{\pi N}}.}
$$

Half and nine tenths of the film are switched at

$$
t_{50}=\tau\sqrt{\ln2},\qquad t_{90}=\tau\sqrt{\ln10}.
$$

The double-logarithmic plot shows $\ln[-\ln(1-c)]$ against $\ln t$ and has slope 2 in this model. The switching current density peaks at $t_{\rm peak}=\tau/\sqrt2$, with the value

$$
j_{\rm peak}=\frac{4P_r}{\sqrt2\,\tau}e^{-1/2}
=\frac{2P_r}{\tau}\sqrt{\frac2e}.
$$

For nuclei on a square lattice of spacing $b=1/\sqrt N$, switching is complete at

$$
t_{\rm end}=\frac{b}{\sqrt2\,v}=\tau\sqrt{\frac\pi2}.
$$

The final table also lists earlier simulation checks: the share of the free circles' perimeter not covered by other circles, a film with exactly five nuclei, and straight paths from nuclei to random points that other domains block when speeds are equal or unequal.

### Proposition: scatter between finite films

The theorem gives an average. Let $U$ be the unswitched fraction of one periodic film. Its mean square contains the probability that two points at separation $d$ are both unswitched. Their two discs must both be empty, and the area of the union of the discs is $2\pi r^2-w(d)$. This probability is therefore

$$
e^{-N[2\pi r^2-w(d)]}=e^{-2x}e^{Nw(d)} .
$$

Subtracting the squared mean $e^{-2x}$ and averaging over both points gives

$$
\operatorname{Var}U=\frac{e^{-2x}}{A}\int_0^{2r}
\left[e^{Nw(d)}-1\right]2\pi d\,dd .
$$

One of the two area integrals has cancelled one factor $1/A$, and beyond $d=2r$ the integrand vanishes because $w=0$. The formula requires $4r\le L$, so that two discs do not also overlap around the periodic film.

The common area consists of two equal circular segments. Each is a sector of area $r^2\arccos(d/2r)$ less a triangle of area $(d/2)\sqrt{r^2-d^2/4}$, so

$$
w(d)=2r^2\arccos\frac{d}{2r}-\frac d2\sqrt{4r^2-d^2}.
$$

The switched fraction $1-U$ has the same variance as $U$. At fixed $r$ and $N$ its standard deviation falls as $1/\sqrt A$, so in the limit of a large film the switched fraction of a single sample tends to $c$. For films with 60 nuclei on average, the formula gives a standard deviation of 0.0538 at $\tau$, and the simulation gave 0.0545.

### Proposition: the effect of electrode edges

Suppose now that the film is a square of side $L$ with real edges, and that no nuclei exist outside it. Lemma 1 still applies, since a straight segment between two points of a square stays inside the square. A point closer than $r$ to an edge, however, has part of its disc outside, where there is nothing to switch it.

At distance $h<r$ from one straight edge, the missing part of the disc has the area

$$
g(h)=r^2\arccos\frac hr-h\sqrt{r^2-h^2}.
$$

The probability of being unswitched is raised from $e^{-x}$ to $e^{-x+Ng(h)}$. A strip of width $dh$ along one edge takes up a share $L\,dh/L^2=dh/L$ of the film. Summing over four edges gives the loss of switched fraction

$$
\Delta c_{\rm edge}\simeq\frac{4e^{-x}}{L}\int_0^r
\left[e^{Ng(h)}-1\right]dh .
$$

This treats the corners as parts of two independent strips, an error that involves an area of order $r^2$ and is small when $r\ll L$. For the film of 60 nuclei at $\tau$ the formula gives 0.0269, and the simulation with open edges gave 0.0259.

### Remark: initial radius and late nuclei

If every nucleus starts with radius $r_0$, the radius at time $t$ is $r_0+vt$, and

$$
c(t)=1-e^{-\pi N(r_0+vt)^2}.
$$

This is the original curve moved earlier by $r_0/v$. The speed is still taken as independent of the wall's curvature.

Next, let further nuclei appear at a constant rate $J$ per unit area and time, at random places and independently of the first ones. Nuclei that fall in switched material may be included in the count, because they change nothing. If such a site was already reached from an earlier nucleus, every point later reached from the site could have been reached from the earlier nucleus at least as soon, by the triangle inequality.

Lemma 1 also survives. Let $T$ be the earliest free arrival time at $p$, and let $q$ lie on the straight path of the nucleus that achieves it. If another nucleus could reach $q$ before $T-|p-q|/v$, it could reach $p$ before $T$, which contradicts the definition of $T$.

A nucleus born at time $s$ reaches $p$ by time $t$ if it lies within $v(t-s)$. The mean number of late nuclei that do so is

$$
\int_0^tJ\pi v^2(t-s)^2\,ds=\frac{\pi Jv^2t^3}{3}.
$$

This number adds to the exponent:

$$
c(t)=1-\exp\left[-\pi Nv^2t^2-\frac{\pi Jv^2t^3}{3}\right].
$$

The ratio of the second term to the first is $Jt/(3N)$. Simultaneous nucleation is thus a good description up to time $t$ when $Jt\ll3N$. If late nuclei dominate, the slope of the double-logarithmic plot approaches 3.

### Worked example: a thin-film capacitor

The example is a square capacitor of side 5 µm and thickness 100 nm, driven by 2 V. The field is $2\ \mathrm V/100\ \mathrm{nm}=0.2$ MV/cm. The remanent polarization is 30 µC/cm², the nucleus density is 25 µm⁻² and the wall speed is 5 nm/ns. The capacitor contains $25\times25=625$ nuclei on average.

With $v=0.005$ µm/ns,

$$
\tau=\frac{1}{0.005\sqrt{\pi\times25}}\ \mathrm{ns}=22.6\ \mathrm{ns}.
$$

At $t=\tau$ the free circles have a radius of $5\ \mathrm{nm/ns}\times22.57\ \mathrm{ns}=113$ nm. The half-switching time is $t_{50}=18.8$ ns, and $t_{90}=34.2$ ns. The current peaks at $22.57/\sqrt2=16.0$ ns. Its greatest density is

$$
j_{\rm peak}=\frac{60\ \mu\mathrm{C/cm^2}}{22.57\ \mathrm{ns}}
\sqrt{\frac2e}=2.28\times10^3\ \mathrm{A/cm^2}.
$$

Multiplication by the area, $25\times10^{-8}$ cm², gives a peak current of 0.57 mA. The total switched charge is $60\ \mu\mathrm{C/cm^2}\times25\times10^{-8}\ \mathrm{cm^2}=15$ pC.

For the square lattice with the same $N$ and $v$, switching would end at 28.3 ns, before the random film reaches 90% on average.

### What the example leaves out

**Unequal local fields.** Let the wall speed follow the activated law $v=v_\infty e^{-E_a/E}$, with constant $v_\infty$ and a rough activation field $E_a=1$ MV/cm. Then $E_a/E=5$. At fixed $N$, $\ln\tau$ contains $E_a/E$, and a small change of field gives

$$
\delta\ln\tau=-\frac{E_a}{E}\frac{\delta E}{E}.
$$

A 10% spread of local field becomes a spread of about 0.5 in $\ln\tau$. Suppose that the field varies between regions much larger than the nucleus spacing, and that $\ln\tau$ has a Gaussian distribution with standard deviation 0.5, centred on its original value. Averaging the switching law over the regions moves $t_{90}$ from 34.2 to 44.8 ns, or 31% later. The slope of the double-logarithmic plot at $\tau$ falls from 2 to 1.41. These numbers neglect walls that run from fast regions into slow ones, so they are the limit of very large regions, and smaller regions give a smaller delay. They also rest on the linear relation between $\delta\ln\tau$ and $\delta E$. For a symmetric spread of the field itself the slow tail is longer, because $1/E$ rises faster than linearly as $E$ falls.

The fall below 2 follows from the average itself. Write $z=t^2$, $k=1/\tau_{\rm local}^2$ and $y(z)=-\ln\langle e^{-kz}\rangle$, where the brackets average over regions. Then

$$
y'(z)=\frac{\langle k\,e^{-kz}\rangle}{\langle e^{-kz}\rangle}
$$

is the mean of $k$ over the material still unswitched, and $y''(z)$ is minus the variance of $k$ in that material. Since $y(0)=0$ and $y'$ decreases, $y\ge zy'$. The slope is $d\ln y/d\ln t=2zy'/y$, which cannot exceed 2. Physically, the fast regions drop out first and the slow ones form the tail.

**Temperature.** Interpret $E_a/E=5$ as an energy barrier divided by the thermal energy at 300 K, and keep the barrier, $v_\infty$ and $N$ fixed. At 358 K the speed rises by the factor $e^{5(1-300/358)}=2.25$, and $\tau$ falls from 22.6 to about 10 ns. A quoted wall speed should therefore be accompanied by the temperature as well as the field.

The electrical work of switching is $2P_rE=60\ \mu\mathrm{C/cm^2}\times0.2\ \mathrm{MV/cm}=12$ J/cm³. If it all becomes heat and none leaves the film, a rough heat capacity of 3 J/(cm³ K) gives a rise of 4 K. The full rise would increase the speed by about 7%.

**The circuit.** The peak current through a 50 Ω series resistance drops $0.570\ \mathrm{mA}\times50\ \Omega=28.5$ mV, or 1.43% of the drive. The activated law turns this into a 7% lower wall speed at the peak. This first estimate uses the current of the undisturbed model. Charging through the same resistance has a time constant of 0.033 ns, short compared with $\tau$. The ordinary dielectric charge is 5.3 µC/cm² for a rough relative permittivity of 300. It adds about 9% to the switched charge density if it is not subtracted from a measured total.

**Finite size and nucleation.** Between capacitors with independent random nuclei, the switched fraction at $\tau$ has a standard deviation of 0.017, with edges neglected. The edges lower its mean by 0.008, from 0.632 to 0.624. A rough initial radius of 5 nm moves the curve earlier by 1 ns. Late nuclei add 0.05 to the exponent at $\tau$ if

$$
J=3\times0.05\,\frac N\tau=0.166\ \mu\mathrm m^{-2}\,\mathrm{ns}^{-1}.
$$

Growth through the thickness takes 0.1 ns at a rough forward speed of 1000 nm/ns, which supports the two-dimensional description for these inputs.

**Leakage and breakdown.** A rough leakage current density of $10^{-4}$ A/cm² is $4.4\times10^{-8}$ of the peak switching current density. The applied field is one fifth of a rough breakdown field of 1 MV/cm. Neither limits the example, though both inputs depend on the quality of the film.

### The model and real films

The thickness, voltage and polarization are rough values in the regime of lead zirconate titanate thin-film capacitors. The nucleus density and wall speed are much less certain, since they depend on the film, its electrodes and the field. They should be read as choices that place switching in the range of tens of nanoseconds. Their influence is explicit in $\tau\propto1/(v\sqrt N)$: at fixed $v$, four times as many nuclei halve $\tau$. Real polycrystalline films depart from the assumption of one wall speed everywhere. With the Gaussian spread of $\ln\tau$ assumed above, and with regions of uniform speed much larger than the nucleus spacing of 0.2 µm, this departure delays $t_{90}$ by 31%, more than the series resistance, edges or initial radius change the result here. Grains in such films are often no larger than that spacing. A wall then crosses several regions and passes around the slow ones, and the delay is much smaller or absent, so neither the 31% nor this ranking carries over. Grain boundaries that stop walls would also break the growth assumption; their effect has not been estimated. In many polycrystalline films the switching time is set by widely spread waiting times for nucleation in separate regions, and not by wall motion. The law derived here does not describe such films. A measured slope near 2 would agree with the theorem but would not prove its assumptions, because late nucleation raises the slope and a spread of local speeds lowers it. The values used here are collected in the numerical output below.

## Computed values

```
nucleus density N: 25 1/um2
wall speed v: 5 nm/ns
film thickness: 100 nm
capacitor side: 5 um
voltage: 2 V
field: 0.2 MV/cm
remanent polarization: 30 uC/cm2
mean number of nuclei: 625
tau: 22.57 ns
circle radius at tau: 112.8 nm
t50: 18.79 ns
t90: 34.24 ns
current peak time: 15.96 ns
peak current density: 2281 A/cm2
peak current: 0.5701 mA
switched charge: 15 pC
c at 0.5 tau: formula 0.2212, simulation 0.2214 +- 0.0007
c at 1.0 tau: formula 0.6321, simulation 0.6330 +- 0.0014
c at 1.5 tau: formula 0.8946, simulation 0.8942 +- 0.0011
simulated log-log slope: 1.998
simulated free perimeter share at tau: 0.367
5 nuclei, disc share 0.15, unswitched: simulation 0.4435, binomial 0.4437, exponential 0.4724
blocked straight paths, equal speeds: 0 %
blocked straight paths, speeds 0.5-1.5: 3.3 %
square lattice: switched fraction at tau: 0.9094
square lattice: completion time: 28.26 ns
test film of 60 nuclei, scatter of c at tau: simulation 0.0545, formula 0.0538
test film of 60 nuclei, edge deficit at tau: simulation 0.0259, formula 0.0269
capacitor: scatter of c at tau: 0.0167
capacitor: edge deficit of c at tau: 0.00833
rough activation field: 1 MV/cm
rough local field spread: 10 %
resulting spread of ln tau: 0.5
t90 with field spread: 44.8 ns
log-log slope at tau with field spread: 1.41
series resistance: 50 ohm
peak series voltage drop: 1.43 % of drive
wall speed factor at that drop: 0.93
resistor-capacitor time: 0.033 ns
wall speed factor, 300 K to 358 K: 2.25
adiabatic self-heating: 4 K
wall speed factor from self-heating: 1.07
rough initial radius: 5 nm
time advance from initial radius: 1 ns
late nucleation rate adding 0.05 to exponent at tau: 0.166 1/(um2 ns)
growth time through thickness: 0.1 ns
dielectric charge: 5.31 uC/cm2
rough leakage / peak switching current: 4.4e-08
field / rough breakdown field: 0.2
```
